# A Mueller Matrix Can Pass Every Stokes Test and Remain Unrealisable: a numerical check

```python
"""
Result under test: M = diag(1,1,1,-1) maps every physical Stokes vector to a
physical one, but it is no non-negative sum of Jones-type Mueller matrices,
because its coherency matrix H has the eigenvalue -1/2.

Symbols: E = field (Ex, Ey); Phi = <E E^dagger>; S_a = tr(sigma_a Phi);
J = Jones matrix; M = Mueller matrix (S_out = M S_in);
H = (1/2) sum_ij Map(|i><j|) (x) |i><j|, with trace H = M_00;
D = diattenuation; a = polarisation kept by a partial depolariser.
"""
import numpy as np
from scipy.optimize import brentq, minimize

rng = np.random.default_rng(7)
PAULI = np.array([[[1, 0], [0, 1]], [[1, 0], [0, -1]],
                  [[0, 1], [1, 0]], [[0, -1j], [1j, 0]]], dtype=complex)
FLIP = np.diag([1.0, 1.0, 1.0, -1.0])
PROBES = [np.array(v, dtype=complex) for v in
          ([1, 0], [0, 1], [2**-0.5, 2**-0.5], [2**-0.5, 1j * 2**-0.5])]


def stokes(field):
    """Stokes vector from intensities and field products."""
    ex, ey = field
    cross = np.conj(ex) * ey
    return np.array([abs(ex)**2 + abs(ey)**2, abs(ex)**2 - abs(ey)**2,
                     2 * cross.real, 2 * cross.imag])


def mueller_by_probing(jones):
    """Send four fields through the element and solve for M."""
    s_in = np.array([stokes(e) for e in PROBES]).T
    s_out = np.array([stokes(jones @ e) for e in PROBES]).T
    return s_out @ np.linalg.inv(s_in)


def mueller_by_trace(jones_list):
    """Sum over Jones matrices of (1/2) tr(sigma_a J sigma_b J^dagger)."""
    left = np.einsum('apq,kqr->kapr', PAULI, jones_list)
    right = np.einsum('brs,kps->kbrp', PAULI, np.conj(jones_list))
    return 0.5 * np.einsum('kapr,kbrp->ab', left, right).real


def coherency(m):
    """H from its definition: let the map act on the matrix units."""
    h = np.zeros((4, 4), dtype=complex)
    for i in range(2):
        for j in range(2):
            unit = np.zeros((2, 2), dtype=complex)
            unit[i, j] = 1
            s = np.array([np.trace(p @ unit) for p in PAULI])
            mapped = 0.5 * np.einsum('a,apq->pq', m @ s, PAULI)
            h += 0.5 * np.kron(mapped, unit)
    return h


def eigs(m):
    return np.linalg.eigvalsh(coherency(m))


def random_jones():
    return rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))


def stokes_margin(m, count=4000):
    """Smallest S0 - |(S1,S2,S3)| after m, for random physical inputs."""
    u = rng.normal(size=(3, count))
    u /= np.linalg.norm(u, axis=0)
    degree = np.where(np.arange(count) % 2 == 0, 1.0, rng.random(count))
    out = m @ np.vstack([np.ones(count), degree * u])
    return np.min(out[0] - np.linalg.norm(out[1:], axis=0))


def witness(m):
    return m[0, 0] - m[1, 1] - m[2, 2] + m[3, 3]


# --- Stokes test passed, coherency test failed
margin_flip = stokes_margin(FLIP)
assert margin_flip > -1e-12
values, vectors = np.linalg.eigh(coherency(FLIP))
assert np.allclose(values, [-0.5, 0.5, 0.5, 0.5], atol=1e-12)
antisym = np.array([0, 1, -1, 0]) / np.sqrt(2)
assert abs(abs(np.vdot(antisym, vectors[:, 0])) - 1) < 1e-12
for _ in range(20):                      # the map is transposition of Phi
    e = random_jones()[0]
    phi = np.outer(e, e.conj())
    s_transposed = np.array([np.trace(p @ phi.T).real for p in PAULI])
    assert np.allclose(s_transposed, FLIP @ stokes(e))

# --- Jones elements: trace formula, Pauli sum, witness, form of H
lowest_witness = np.inf
for _ in range(300):
    jones = random_jones()
    m = mueller_by_probing(jones)
    assert np.allclose(m, mueller_by_trace([jones]))
    c3 = 0.5 * np.trace(PAULI[3] @ jones)
    assert np.isclose(witness(m), 4 * abs(c3)**2, atol=1e-10)
    lowest_witness = min(lowest_witness, witness(m) / m[0, 0])
    vec = jones.reshape(4)
    assert np.allclose(coherency(m), 0.5 * np.outer(vec, vec.conj()))
arbitrary = rng.normal(size=(4, 4))
pauli_sum = sum(0.25 * arbitrary[a, b] * np.kron(PAULI[a], PAULI[b].conj())
                for a in range(4) for b in range(4))
assert np.allclose(pauli_sum, coherency(arbitrary))

# --- Converse: a non-negative H yields Jones matrices that rebuild M
mixture = sum(w * mueller_by_probing(random_jones()) for w in rng.random(6))
lam, vec = np.linalg.eigh(coherency(mixture))
assert lam.min() > 0
rebuilt = sum(mueller_by_probing(np.sqrt(2 * lam[k]) * vec[:, k].reshape(2, 2))
              for k in range(4))
assert np.allclose(rebuilt, mixture)

# --- The flip needs a 90 degree rotator with negative weight
basic = [mueller_by_probing(p) for p in PAULI]
assert np.allclose(0.5 * (basic[0] + basic[1] + basic[2] - basic[3]), FLIP)

# --- Coherent two-mode beam: x in mode 1, y in mode 2
beam = np.array([1, 0, 0, 1]) / np.sqrt(2)
jones = random_jones()
beam_out = np.kron(jones, np.eye(2)) @ beam
assert np.allclose(np.outer(beam_out, beam_out.conj()),
                   coherency(mueller_by_probing(jones)))
beam_power_mw = 1.0
analyser_mw = beam_power_mw * np.vdot(antisym, coherency(FLIP) @ antisym).real
assert analyser_mw < 0

# --- Depolarisation threshold and nearest realisable matrix


def partial_flip(a):
    return np.diag([1.0, a, a, -a])


threshold = brentq(lambda a: eigs(partial_flip(a))[0], 0.05, 0.95)
assert abs(threshold - 1 / 3) < 1e-9
for a in (0.1, 0.3, 0.7):
    assert np.allclose(eigs(partial_flip(a)),
                       np.sort([(1 - 3 * a) / 4] + 3 * [(1 + a) / 4]))


def mixture_from(x):
    z = (x[:16] + 1j * x[16:]).reshape(4, 2, 2)
    m = mueller_by_trace(z)
    return m / m[0, 0]


fit = minimize(lambda x: np.sum((mixture_from(x) - FLIP)**2),
               rng.normal(size=32), method='BFGS', options={'maxiter': 300})
nearest = mixture_from(fit.x)
distance = np.sqrt(fit.fun)
# tolerances: finite-difference gradients in the minimiser
assert abs(distance - 2 / np.sqrt(3)) < 1e-4
assert np.allclose(nearest, partial_flip(1 / 3), atol=3e-3)

# --- Ideal mirror at normal incidence, proper and mixed bookkeeping


def handedness(field, k_hat):
    e3 = np.array([field[0], field[1], 0])
    return np.dot(k_hat, np.cross(e3.conj(), e3).imag)


z_hat = np.array([0.0, 0.0, 1.0])
s_in, s_mixed, s_triad = [], [], []
for e in PROBES:
    reflected = -e                                   # laboratory components
    s_in.append([*stokes(e)[:3], handedness(e, z_hat)])
    s_mixed.append([*stokes(reflected)[:3], handedness(reflected, -z_hat)])
    s_triad.append(stokes([reflected[0], -reflected[1]]))   # axes x, -y, -z
inverse_in = np.linalg.inv(np.array(s_in).T)
mirror_mixed = np.array(s_mixed).T @ inverse_in
mirror_triad = np.array(s_triad).T @ inverse_in
assert np.allclose(mirror_mixed, FLIP)
assert np.allclose(mirror_triad, np.diag([1, 1, -1, -1]))
assert eigs(mirror_triad)[0] > -1e-12

# --- Sign error on any Jones element
for _ in range(100):
    jones = random_jones()
    m = mueller_by_probing(jones)
    s1, s2 = np.linalg.svd(jones, compute_uv=False)
    least = eigs(FLIP @ m / m[0, 0])[0]
    diatt = (s1**2 - s2**2) / (s1**2 + s2**2)
    assert np.isclose(least, -s1 * s2 / (s1**2 + s2**2))
    assert np.isclose(least, -0.5 * np.sqrt(1 - diatt**2))
polariser = mueller_by_probing(np.diag([1.0, 0.0]))
polariser_least = eigs(FLIP @ polariser / polariser[0, 0])[0]
assert abs(polariser_least) < 1e-12

# --- Worked example: quarter-wave film, output S3 reported with wrong sign
wavelength_nm, thickness_um, index, biref = 550.0, 60.0, 1.59, 0.0023
axis_deg, fwhm_nm, slope_per_nm = 30.0, 10.0, -0.001
haze, element_error = 0.01, 0.01
thickness_nm = 1000 * thickness_um
path_nm = biref * thickness_nm
retardance = 2 * np.pi * path_nm / wavelength_nm
ca, sa = np.cos(np.radians(axis_deg)), np.sin(np.radians(axis_deg))
turn = np.array([[ca, -sa], [sa, ca]])
film = mueller_by_probing(
    turn @ np.diag(np.exp([0.5j * retardance, -0.5j * retardance])) @ turn.T)
reported = FLIP @ film
film_margin = stokes_margin(reported)
assert film_margin > -1e-12
assert np.allclose(eigs(reported), [-0.5, 0.5, 0.5, 0.5])
assert np.allclose(eigs(film), [0, 0, 0, 1])

# --- Neglected effects: multiple reflections, bandwidth, haze, errors


def slab_amplitudes(lam_nm):
    dn = biref * (1 + slope_per_nm * (lam_nm - wavelength_nm))
    result = []
    for n in (index + dn / 2, index - dn / 2):
        r2 = ((n - 1) / (n + 1))**2
        phase = np.exp(2j * np.pi * n * thickness_nm / lam_nm)
        result.append((1 - r2) * phase / (1 - r2 * phase**2))
    return np.array(result)


lam_grid = wavelength_nm + np.linspace(-1.5 * fwhm_nm, 1.5 * fwhm_nm, 4001)
amps = slab_amplitudes(lam_grid)
trans = abs(amps)**2
diatt_grid = abs(trans[0] - trans[1]) / (trans[0] + trans[1])
worst = np.argmax(diatt_grid)
worst_m = mueller_by_probing(turn @ np.diag(amps[:, worst]) @ turn.T)
worst_least = eigs(FLIP @ worst_m / worst_m[0, 0])[0]
assert np.isclose(worst_least, -0.5 * np.sqrt(1 - diatt_grid[worst]**2))
weight = np.exp(-4 * np.log(2) * ((lam_grid - wavelength_nm) / fwhm_nm)**2)
weight /= weight.sum()
jones_band = np.einsum('pq,qk,rq->kpr', turn, amps * np.sqrt(weight), turn)
band = mueller_by_trace(jones_band)
band /= band[0, 0]
assert eigs(band)[0] > -1e-12
band_least = eigs(FLIP @ band)[0]
hazy = (1 - haze) * band + haze * np.diag([1.0, 0, 0, 0])
hazy_least = eigs(FLIP @ hazy)[0]
shift_bound = 0.5 * np.linalg.norm(np.full((4, 4), element_error))
largest_shift = 0.0
for _ in range(500):
    noise = rng.uniform(-element_error, element_error, (4, 4))
    change = np.max(abs(eigs(FLIP @ hazy + noise) - eigs(FLIP @ hazy)))
    assert change <= 0.5 * np.linalg.norm(noise) + 1e-12
    largest_shift = max(largest_shift, change)
assert largest_shift <= shift_bound
assert hazy_least + shift_bound < 0


def row(v, digits=4):
    return ' '.join(f'{x + 0.0:.{digits}f}' for x in np.round(v, digits))


sample = np.array([1.0, 0.6, 0.0, 0.8])
print('Sample input Stokes vector (relative):', row(sample, 1))
print('Its image under diag(1,1,1,-1):', row(FLIP @ sample, 1))
print(f'Smallest S0-|S| after the flip, 4000 inputs: {abs(margin_flip):.1e} (abs)')
print('Eigenvalues of H for the flip:', row(values))
print(f'Witness M00-M11-M22+M33 for the flip: {witness(FLIP):.1f}')
print(f'Lowest witness/M00, 300 random Jones matrices: {lowest_witness:.1e}')
print(f'Two-mode beam power in: {beam_power_mw:.1f} mW')
print(f'Predicted antisymmetric analyser power: {analyser_mw:.2f} mW')
print(f'Largest realisable a in diag(1,a,a,-a): {threshold:.4f}')
print(f'Distance to nearest realisable matrix: {distance:.4f}')
print('Diagonal of nearest realisable matrix:', row(np.diag(nearest), 3))
print('Mirror, proper triads, diagonal:', row(np.diag(mirror_triad), 1))
print('Mirror, mixed bookkeeping, diagonal:', row(np.diag(mirror_mixed), 1))
print(f'Sign error on ideal polariser, least eig: {abs(polariser_least):.4f} (abs)')
print(f'Film: wavelength {wavelength_nm:.0f} nm, thickness {thickness_um:.0f} um')
print(f'Film: index {index:.2f}, birefringence {biref:.4f}, axis {axis_deg:.0f} deg')
print(f'Film retardation: {path_nm:.1f} nm = {np.degrees(retardance):.2f} deg')
for k in range(4):
    print(f'Reported film matrix, row {k}:', row(reported[k]))
print(f'Reported film, smallest S0-|S|: {abs(film_margin):.1e} (abs)')
print('Reported film, eigenvalues of H:', row(eigs(reported)))
print('Corrected film, eigenvalues of H:', row(eigs(film)))
print(f'Largest fringe diattenuation: {diatt_grid[worst]:.4f}')
print(f'  at wavelength {lam_grid[worst]:.2f} nm, least eig {worst_least:.4f}')
print(f'Bandwidth (FWHM): {fwhm_nm:.0f} nm')
print(f'Relative birefringence slope: {slope_per_nm:.4f} per nm')
print(f'Band-averaged, sign error, least eig: {band_least:.4f}')
print('Band-averaged, corrected, eigenvalues:', row(eigs(band), 5))
print(f'With haze fraction {haze:.2f} added, least eig: {hazy_least:.4f}')
print(f'Element error {element_error:.2f}: eigenvalue shift bound {shift_bound:.4f}')
print(f'Largest shift in 500 noisy matrices: {largest_shift:.4f}')
print(f'Least eig plus shift bound: {hazy_least + shift_bound:.4f}')
print('OK')
```

Output:

```
Sample input Stokes vector (relative): 1.0 0.6 0.0 0.8
Its image under diag(1,1,1,-1): 1.0 0.6 0.0 -0.8
Smallest S0-|S| after the flip, 4000 inputs: 2.2e-16 (abs)
Eigenvalues of H for the flip: -0.5000 0.5000 0.5000 0.5000
Witness M00-M11-M22+M33 for the flip: -2.0
Lowest witness/M00, 300 random Jones matrices: 5.3e-03
Two-mode beam power in: 1.0 mW
Predicted antisymmetric analyser power: -0.50 mW
Largest realisable a in diag(1,a,a,-a): 0.3333
Distance to nearest realisable matrix: 1.1547
Diagonal of nearest realisable matrix: 1.000 0.333 0.333 -0.333
Mirror, proper triads, diagonal: 1.0 1.0 -1.0 -1.0
Mirror, mixed bookkeeping, diagonal: 1.0 1.0 1.0 -1.0
Sign error on ideal polariser, least eig: 0.0000 (abs)
Film: wavelength 550 nm, thickness 60 um
Film: index 1.59, birefringence 0.0023, axis 30 deg
Film retardation: 138.0 nm = 90.33 deg
Reported film matrix, row 0: 1.0000 0.0000 0.0000 0.0000
Reported film matrix, row 1: 0.0000 0.2457 0.4355 -0.8660
Reported film matrix, row 2: 0.0000 0.4355 0.7486 0.5000
Reported film matrix, row 3: 0.0000 -0.8660 0.5000 0.0057
Reported film, smallest S0-|S|: 3.3e-16 (abs)
Reported film, eigenvalues of H: -0.5000 0.5000 0.5000 0.5000
Corrected film, eigenvalues of H: 0.0000 0.0000 0.0000 1.0000
Largest fringe diattenuation: 0.1038
  at wavelength 549.46 nm, least eig -0.4973
Bandwidth (FWHM): 10 nm
Relative birefringence slope: -0.0010 per nm
Band-averaged, sign error, least eig: -0.4972
Band-averaged, corrected, eigenvalues: 0.00000 0.00000 0.00277 0.99723
With haze fraction 0.01 added, least eig: -0.4898
Element error 0.01: eigenvalue shift bound 0.0200
Largest shift in 500 noisy matrices: 0.0108
Least eig plus shift bound: -0.4698
OK
```
